**Determinant ratios and their cost in the nonlocal energy**

For a Slater matrix $A_{ij}=\phi_j(\mathbf r_i)$ with inverse $M$, moving electron $i$ to $\mathbf r'$ multiplies the determinant by $\sum_j\phi_j(\mathbf r')M_{ji}$. The program asserts that these ratios, combined with the pair factors, agree with wave functions built afresh at every quadrature point of an eight-electron configuration. Without pair terms, it asserts agreement of the nonlocal energy with an analytic angular projection, evaluated both as a trace and as a logarithmic derivative of the determinants. It also asserts that rotation averages and a Monte Carlo mean agree with their references within five standard errors. Number objects record the multiplications and divisions of the determinant, orbital and update arithmetic in sweeps of 24 to 192 electrons. The ratio, update and fresh-determinant counts are asserted against the cost formulas; the orbital and move counts are checked only through their fitted powers of $N$. The fitted powers of the electron number $N$ are 1.96 for the ratios, 2.96 for the inverse updates and 3.96 for fresh determinants. In this model, updates overtake the quadrature products near 110 electrons.

## Program and output

```python
# Result under test: in variational Monte Carlo with a nonlocal core potential,
# the determinant ratio after moving electron i to r' is the dot product
#     sum_j phi_j(r') M_ji,   M = inverse of A,   A_ij = phi_j(r_i),
# so all ratios of one nonlocal energy need O(N^2) products for N electrons,
# while the inverse updates of a sweep need O(N^3) and fresh determinants O(N^4).
# Model: a chain of N ions with N electrons, half of them of each spin.
# phi_j = sum_a C_aj exp(-|r-R_a|^2/(2 WIDTH^2)); C holds standing waves.
# Psi = exp(-sum_pairs PAIR_HEIGHT exp(-r_ij/PAIR_RANGE)) det(A_up) det(A_down).
# Nonlocal channels l = 0, 1: v_l(s) = STRENGTHS[l] (1-(s/CUTOFF)^2)^2, s < CUTOFF.
# Lengths are in angstrom and energies in eV throughout.
from collections import Counter
import numpy as np
from scipy import constants
from scipy.spatial.distance import pdist
from scipy.spatial.transform import Rotation
from scipy.special import spherical_in

SPACING, WIDTH, CUTOFF = 2.5, 0.9, 1.5
REACH = 9.0                      # basis functions farther away are negligible
STRENGTHS = np.array([20.0, 8.0])
PAIR_HEIGHT, PAIR_RANGE = 0.5, 1.0
HARTREE = constants.physical_constants["Hartree energy in eV"][0]


class Counted:
    """A real number that records each multiplication or division done with it."""
    __slots__ = ("value",)
    products = 0

    def __init__(self, value):
        self.value = value

    def __mul__(self, other):
        Counted.products += 1
        return Counted(self.value * other.value)

    def __truediv__(self, other):
        Counted.products += 1
        return Counted(self.value / other.value)

    def __add__(self, other):
        return Counted(self.value + getattr(other, "value", other))

    __radd__ = __add__

    def __sub__(self, other):
        return Counted(self.value - getattr(other, "value", other))


to_counted = np.frompyfunc(Counted, 1, 1)


def plain(numbers):
    return np.array([getattr(x, "value", x) for x in np.ravel(numbers)], dtype=float)


def channels(s):
    return STRENGTHS * (1 - (s / CUTOFF) ** 2) ** 2


class Walker:
    def __init__(self, electrons, pair_height, rng):
        self.electrons, self.half = electrons, electrons // 2
        self.pair_height, self.rng = pair_height, rng
        sites = np.arange(1, electrons + 1)
        self.ions = np.zeros((electrons, 3))
        self.ions[:, 0] = SPACING * (sites - 1)
        waves = np.outer(sites, np.arange(1, self.half + 1))
        self.coeff = np.sqrt(2 / (electrons + 1)) * np.sin(np.pi * waves / (electrons + 1))
        start = np.concatenate([self.ions[0::2], self.ions[1::2]])
        self.positions = start + rng.normal(0, 0.4, (electrons, 3))
        self.wrap = lambda array: array
        self.cost = Counter()
        self.refresh()

    def slater(self, positions, spin):
        block = positions[spin * self.half:(spin + 1) * self.half]
        dist2 = ((block[:, None] - self.ions) ** 2).sum(-1)
        return np.exp(-dist2 / (2 * WIDTH ** 2)) @ self.coeff

    def refresh(self):
        self.inverse = [np.linalg.inv(self.slater(self.positions, s)) for s in (0, 1)]

    def start_counting(self):
        self.wrap = to_counted
        self.coeff = to_counted(self.coeff)
        self.inverse = [to_counted(m) for m in self.inverse]
        self.cost = Counter()

    def charge(self, task, operation):
        before = Counted.products
        result = operation()
        self.cost[task] += Counted.products - before
        return result

    def orbitals(self, points, origin, task):
        near = np.flatnonzero(np.linalg.norm(self.ions - origin, axis=1) <= REACH)
        dist2 = ((points[:, None] - self.ions[near]) ** 2).sum(-1)
        gaussians = self.wrap(np.exp(-dist2 / (2 * WIDTH ** 2)))
        return self.charge(task, lambda: gaussians @ self.coeff[near])

    def pair_ratios(self, i, points, task):
        if self.pair_height == 0:
            return np.ones(len(points))
        others = np.delete(self.positions, i, axis=0)
        places = np.vstack([points, self.positions[i]])
        dist = np.linalg.norm(places[:, None] - others, axis=2)
        self.cost[task] += dist.size
        sums = self.pair_height * np.exp(-dist / PAIR_RANGE).sum(axis=1)
        return np.exp(sums[-1] - sums[:-1])

    def sweep(self, step):
        accepted = 0
        for i in range(self.electrons):
            spin, row = divmod(i, self.half)
            trial = self.positions[i] + step * self.rng.uniform(-1, 1, 3)
            phi = self.orbitals(trial[None], trial, "moves")[0]
            inverse = self.inverse[spin]
            ratio = self.charge("moves", lambda: phi @ inverse[:, row])
            psi_ratio = plain(ratio)[0] * self.pair_ratios(i, trial[None], "move pairs")[0]
            if self.rng.random() < psi_ratio ** 2:
                def updated():
                    change = phi @ inverse
                    change[row] = change[row] - 1.0
                    return inverse - (inverse[:, row] / ratio)[:, None] * change
                self.inverse[spin] = self.charge("updates", updated)
                self.positions[i] = trial
                accepted += 1
        return accepted

    def visits(self):
        dist = np.linalg.norm(self.positions[:, None] - self.ions, axis=2)
        return np.argwhere(dist < CUTOFF)

    def sphere(self, i, ion, directions, weights):
        spin, row = divmod(int(i), self.half)
        offset = self.positions[i] - self.ions[ion]
        s = np.linalg.norm(offset)
        points = self.ions[ion] + s * directions
        rows = self.orbitals(points, self.ions[ion], "orbitals")
        column = self.inverse[spin][:, row]
        det_ratios = plain(self.charge("ratios", lambda: rows @ column))
        pair = self.pair_ratios(i, points, "pairs")
        cosines = directions @ offset / s
        v = channels(s)
        kernel = weights * (v[0] + 3 * v[1] * cosines)
        return rows, column, cosines, det_ratios, pair, kernel

    def nonlocal_energy(self, rule, rotation=None):
        directions, weights = rule
        if rotation is not None:
            directions = directions @ rotation.T
        total = 0.0
        for i, ion in self.visits():
            _, _, _, det, pair, kernel = self.sphere(i, ion, directions, weights)
            total += kernel @ (det * pair)
        return total


def random_rotation(rng):
    return Rotation.from_quat(rng.normal(size=4)).as_matrix()


def product_rule(polar, azimuthal):
    mu, w = np.polynomial.legendre.leggauss(polar)
    angle = 2 * np.pi * np.arange(azimuthal) / azimuthal
    m, a = [x.ravel() for x in np.meshgrid(mu, angle, indexing="ij")]
    rho = np.sqrt(1 - m ** 2)
    directions = np.column_stack([rho * np.cos(a), rho * np.sin(a), m])
    return directions, np.repeat(w / 2 / azimuthal, azimuthal)


def exact_degree(rule, reference):
    def mean(r, a, b, c):
        return r[1] @ (r[0][:, 0] ** a * r[0][:, 1] ** b * r[0][:, 2] ** c)
    for degree in range(1, 9):
        for a in range(degree + 1):
            for b in range(degree + 1 - a):
                powers = (a, b, degree - a - b)
                if abs(mean(rule, *powers) - mean(reference, *powers)) > 1e-12:
                    return degree - 1
    return 8


def wavefunction(walker, positions):
    """Sign and logarithm of Psi, built afresh from all positions."""
    signs, logs = zip(*[np.linalg.slogdet(walker.slater(positions, s)) for s in (0, 1)])
    pairs = walker.pair_height * np.exp(-pdist(positions) / PAIR_RANGE).sum()
    return signs[0] * signs[1], sum(logs) - pairs


def projected_matrix(walker, spin):
    """(V_NL phi_j)(r_i) from the analytic angular projection of Gaussians."""
    result = np.zeros((walker.half, walker.half))
    for i, ion in walker.visits():
        block, row = divmod(int(i), walker.half)
        if block != spin:
            continue
        offset = walker.positions[i] - walker.ions[ion]
        s = np.linalg.norm(offset)
        shift = walker.ions[:, 0] - walker.ions[ion, 0]
        k = s * np.abs(shift) / WIDTH ** 2
        envelope = np.exp(-(s ** 2 + shift ** 2) / (2 * WIDTH ** 2))
        cosine = np.sign(shift) * offset[0] / s
        v = channels(s)
        radial = v[0] * spherical_in(0, k) + 3 * v[1] * spherical_in(1, k) * cosine
        result[row] += (envelope * radial) @ walker.coeff
    return result


def analytic_mean(walker):
    """Expectation value of V_NL for the determinants without pair terms."""
    x = walker.ions[:, 0]
    overlap = (np.pi * WIDTH ** 2) ** 1.5 * np.exp(-(x[:, None] - x) ** 2 / (4 * WIDTH ** 2))
    potential = np.zeros_like(overlap)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    for center in x:
        shift = x - center
        for s, w in zip(CUTOFF * (nodes + 1) / 2, CUTOFF * weights / 2):
            k = s * np.abs(shift) / WIDTH ** 2
            envelope = np.exp(-(s ** 2 + shift ** 2) / (2 * WIDTH ** 2))
            f0 = envelope * spherical_in(0, k)
            f1 = envelope * spherical_in(1, k) * np.sign(shift)
            v = channels(s)
            potential += 4 * np.pi * w * s ** 2 * (
                v[0] * np.outer(f0, f0) + 3 * v[1] * np.outer(f1, f1))
    c = walker.coeff
    return 2 * np.trace(np.linalg.solve(c.T @ overlap @ c, c.T @ potential @ c))


def elimination_determinant(matrix):
    m, sign, n = matrix.copy(), 1, len(matrix)
    for k in range(n - 1):
        pivot = k + int(np.argmax(np.abs(plain(m[k:, k]))))
        if pivot != k:
            m[[k, pivot]] = m[[pivot, k]]
            sign = -sign
        factors = m[k + 1:, k] / m[k, k]
        m[k + 1:, k + 1:] = m[k + 1:, k + 1:] - factors[:, None] * m[k, k + 1:]
    det = m[0, 0]
    for k in range(1, n):
        det = det * m[k, k]
    return sign * det.value


# Quadrature rules and the polynomial degree that they integrate exactly
octahedron = (np.vstack([np.eye(3), -np.eye(3)]), np.full(6, 1 / 6))
golden = (1 + np.sqrt(5)) / 2
corners = np.array([np.roll([0, a, b * golden], shift)
                    for shift in range(3) for a in (1, -1) for b in (1, -1)])
icosahedron = (corners / np.sqrt(1 + golden ** 2), np.full(12, 1 / 12))
dense = product_rule(16, 32)
degrees = [exact_degree(rule, dense) for rule in (octahedron, icosahedron)]
assert degrees == [3, 5]

# Equilibrated configuration; updated inverses against fresh inverses
rng = np.random.default_rng(7)
walker = Walker(8, PAIR_HEIGHT, rng)
for _ in range(60):
    walker.sweep(0.4)
drift = 0.0
for spin in (0, 1):
    fresh = np.linalg.inv(walker.slater(walker.positions, spin))
    drift = max(drift, np.abs(walker.inverse[spin] - fresh).max() / np.abs(fresh).max())
assert drift < 1e-8
walker.refresh()

# Every ratio against the whole wave function built afresh
sign0, log0 = wavefunction(walker, walker.positions)
worst = 0.0
for i, ion in walker.visits():
    _, _, _, det, pair, _ = walker.sphere(i, ion, *icosahedron)
    s = np.linalg.norm(walker.positions[i] - walker.ions[ion])
    for q, direction in enumerate(icosahedron[0]):
        moved = walker.positions.copy()
        moved[i] = walker.ions[ion] + s * direction
        sign, log = wavefunction(walker, moved)
        full = sign * sign0 * np.exp(log - log0)
        worst = max(worst, abs(full - det[q] * pair[q]) / max(1, abs(full)))
assert worst < 1e-9

# Energy without pair terms against the analytic projection, in two forms
walker.pair_height = 0.0
bare_energy = walker.nonlocal_energy(dense)
walker.pair_height = PAIR_HEIGHT
trace_energy, derivative_energy, t = 0.0, 0.0, 1e-5
for spin in (0, 1):
    a, b = walker.slater(walker.positions, spin), projected_matrix(walker, spin)
    trace_energy += np.trace(np.linalg.solve(a, b))
    derivative_energy += (np.linalg.slogdet(a + t * b)[1]
                          - np.linalg.slogdet(a - t * b)[1]) / (2 * t)
assert abs(bare_energy - trace_energy) < 1e-8 * max(1, abs(trace_energy))
# central difference: error of order t^2 times the cube of the energies involved
assert abs(bare_energy - derivative_energy) < 1e-4 * max(1, abs(trace_energy))

# Random rotations remove the quadrature bias
reference_energy = walker.nonlocal_energy(dense)
rotation_results = []
for rule in (octahedron, icosahedron):
    sample = np.array([walker.nonlocal_energy(rule, random_rotation(rng))
                       for _ in range(600)])
    error = sample.std(ddof=1) / np.sqrt(len(sample))
    assert abs(sample.mean() - reference_energy) < 5 * error + 1e-9
    rotation_results.append((sample.mean(), error, sample.std(ddof=1)))
assert rotation_results[1][2] < rotation_results[0][2]

# Monte Carlo mean without pair terms against analytic orbital integrals
bare = Walker(8, 0.0, rng)
for _ in range(200):
    bare.sweep(1.0)
blocks = []
for _ in range(20):
    bare.refresh()
    block = []
    for _ in range(200):
        bare.sweep(1.0)
        block.append(bare.nonlocal_energy(icosahedron, random_rotation(rng)))
    blocks.append(np.mean(block))
vmc_mean, vmc_error = np.mean(blocks), np.std(blocks, ddof=1) / np.sqrt(len(blocks))
exact_mean = analytic_mean(bare)
assert abs(vmc_mean - exact_mean) < 5 * vmc_error

# Products actually carried out in running sweeps
sizes, table = [24, 48, 96, 192], []
for size in sizes:
    chain = Walker(size, PAIR_HEIGHT, rng)
    for _ in range(60):
        chain.sweep(0.4)
    chain.refresh()
    n, sweeps = size // 2, sizes[-1] // size
    matrix = chain.slater(chain.positions, 0)
    before = Counted.products
    determinant = elimination_determinant(to_counted(matrix))
    fresh_cost = Counted.products - before
    assert abs(determinant / np.linalg.det(matrix) - 1) < 1e-6
    assert 3 * fresh_cost == (n - 1) * (n * n + n + 3)
    chain.start_counting()
    accepted = visited = 0
    for _ in range(sweeps):
        accepted += chain.sweep(0.4)
        visited += len(chain.visits())
        chain.nonlocal_energy(icosahedron)
    cost = chain.cost
    assert cost["ratios"] == 12 * n * visited
    assert cost["updates"] == accepted * (2 * n * n + n)
    assert cost["pairs"] == 13 * visited * (size - 1)
    table.append([visited / sweeps / size, accepted / sweeps / size,
                  cost["orbitals"] / cost["ratios"], cost["ratios"] / sweeps,
                  cost["orbitals"] / sweeps, cost["pairs"] / sweeps,
                  cost["moves"] / sweeps, cost["updates"] / sweeps,
                  12 * visited / sweeps * fresh_cost])
table = np.array(table)
slopes = [np.polyfit(np.log(sizes), np.log(table[:, k]), 1)[0] for k in range(3, 9)]
for slope, power in zip(slopes, (2, 2, 2, 2, 3, 4)):
    assert abs(slope - power) < 0.15
quadrature = table[:, 3] + table[:, 4]
assert quadrature[0] > table[0, 7] and quadrature[-1] < table[-1, 7]
c, acceptance, local_basis = table[-1, :3]
crossover = c * 12 * (local_basis + 1) / acceptance - 1

# Worked numbers
print(f"Ion spacing {SPACING} A, Gaussian width {WIDTH} A, cutoff {CUTOFF} A, reach {REACH} A")
print(f"Channel strengths: s {STRENGTHS[0]} eV, p {STRENGTHS[1]} eV")
print(f"Pair term: height {PAIR_HEIGHT} (no unit), range {PAIR_RANGE} A")
print(f"Exact degree: 6 points {degrees[0]}, 12 points {degrees[1]}")
visits = walker.visits()
radii = np.array([np.linalg.norm(walker.positions[i] - walker.ions[ion]) for i, ion in visits])
chosen = int(np.argmin(np.abs(radii - 0.8)))
i, ion = visits[chosen]
rows, column, cosines, det, pair, kernel = walker.sphere(i, ion, *icosahedron)
v = channels(radii[chosen])
print(f"8 electrons: {len(visits)} electron-ion visits, {12 * len(visits)} ratios")
print(f"Chosen visit: electron {i + 1} (1-4 up, 5-8 down), ion {ion + 1}")
print(f"Distance {radii[chosen]:.4f} A, v_s {v[0]:.4f} eV, v_p {v[1]:.4f} eV")
print("Point 1: orbital j, value, inverse-column entry, product (no unit)")
for j in range(4):
    print(f"  {j + 1} {rows[0, j]:12.6f} {column[j]:12.6f} {rows[0, j] * column[j]:12.6f}")
print(f"Determinant ratio at point 1: {det[0]:.6f}")
print("Point, cosine, det ratio, pair ratio, kernel (eV), contribution (eV)")
for q in range(12):
    print(f"  {q + 1:2d} {cosines[q]:8.4f} {det[q]:9.5f} {pair[q]:8.5f}"
          f" {kernel[q]:9.5f} {kernel[q] * det[q] * pair[q]:9.5f}")
print(f"Nonlocal energy of this visit: {kernel @ (det * pair):.5f} eV")
unrotated = walker.nonlocal_energy(icosahedron)
print(f"Whole configuration, 12 points unrotated: {unrotated:.5f} eV")
print(f"Whole configuration, {len(dense[1])} points: {reference_energy:.5f} eV"
      f" = {reference_energy / HARTREE:.6f} hartree")
for points, (mean, error, spread) in zip((6, 12), rotation_results):
    print(f"600 rotations, {points} points: mean {mean:.5f} +- {error:.5f} eV, spread {spread:.5f} eV")
print(f"No pair terms: quadrature {bare_energy:.6f}, trace {trace_energy:.6f},"
      f" log-derivative {derivative_energy:.6f} eV")
print(f"Largest ratio error {worst:.1e}, relative inverse drift {drift:.1e} (no unit)")
print(f"Mean without pair terms: VMC {vmc_mean:.3f} +- {vmc_error:.3f} eV, analytic {exact_mean:.3f} eV")
print("N, visits per electron, acceptance, basis functions per point (no unit)")
for size, line in zip(sizes, table):
    print(f"  {size:3d} {line[0]:7.3f} {line[1]:7.3f} {line[2]:7.3f}")
print("Per sweep: N, ratio, orbital products, pair terms, move, update, fresh-det products")
for size, line in zip(sizes, table):
    print(f"  {size:3d} " + " ".join(f"{x:.0f}" for x in line[3:]))
print("Fitted powers of N, same order: " + " ".join(f"{x:.2f}" for x in slopes))
print(f"Updates overtake quadrature products near N = {crossover:.0f} electrons")
print("success")
```

Output:

```
Ion spacing 2.5 A, Gaussian width 0.9 A, cutoff 1.5 A, reach 9.0 A
Channel strengths: s 20.0 eV, p 8.0 eV
Pair term: height 0.5 (no unit), range 1.0 A
Exact degree: 6 points 3, 12 points 5
8 electrons: 10 electron-ion visits, 120 ratios
Chosen visit: electron 5 (1-4 up, 5-8 down), ion 2
Distance 0.8099 A, v_s 10.0395 eV, v_p 4.0158 eV
Point 1: orbital j, value, inverse-column entry, product (no unit)
  1     0.210150     0.923537     0.194082
  2     0.319699     1.397146     0.446666
  3     0.278079     1.091359     0.303484
  4     0.108340     0.473499     0.051299
Determinant ratio at point 1: 0.995531
Point, cosine, det ratio, pair ratio, kernel (eV), contribution (eV)
   1   0.7665   0.99553  1.01411   1.60614   1.62153
   2   0.1417   0.99553  0.97434   0.97887   0.94949
   3  -0.1417   0.99553  1.00256   0.69438   0.69305
   4  -0.7665   0.99553  0.96512   0.06710   0.06448
   5   0.4866   1.05859  0.97199   1.32519   1.36354
   6  -0.1005   1.11485  0.93291   0.73574   0.76521
   7   0.1005   1.05859  0.90364   0.93751   0.89681
   8  -0.4866   1.11485  0.91135   0.34806   0.35363
   9   0.9162   1.01169  0.97605   1.75641   1.73437
  10  -0.5533   1.01169  0.97709   0.28114   0.27791
  11   0.5533   1.03519  0.98738   1.39210   1.42290
  12  -0.9162   1.03519  0.94021  -0.08316  -0.08094
Nonlocal energy of this visit: 10.06198 eV
Whole configuration, 12 points unrotated: 37.09361 eV
Whole configuration, 512 points: 37.16305 eV = 1.365717 hartree
600 rotations, 6 points: mean 37.17610 +- 0.01158 eV, spread 0.28377 eV
600 rotations, 12 points: mean 37.16004 +- 0.00153 eV, spread 0.03744 eV
No pair terms: quadrature 36.460145, trace 36.460145, log-derivative 36.460145 eV
Largest ratio error 1.5e-15, relative inverse drift 2.6e-16 (no unit)
Mean without pair terms: VMC 56.229 +- 0.814 eV, analytic 55.573 eV
N, visits per electron, acceptance, basis functions per point (no unit)
   24   1.021   0.828   6.597
   48   0.859   0.781   6.721
   96   0.891   0.755   6.871
  192   0.922   0.792   6.938
Per sweep: N, ratio, orbital products, pair terms, move, update, fresh-det products
   24 3528 23274 7326 2194 5962 171402
   48 11880 79848 25204 9042 44100 2288385
   96 49248 338400 105592 36624 337560 37854270
  192 203904 1414656 439491 148224 2816256 626526900
Fitted powers of N, same order: 1.96 1.99 1.98 2.03 2.96 3.96
Updates overtake quadrature products near N = 110 electrons
success
```
